# Why a thin film, not its thick substrate, takes the mismatch strain

A crystalline film 0.1 µm thick is grown on a substrate 500 µm thick. Left to itself, the film would have an in-plane lattice parameter of 0.500 nm; the substrate has 0.495 nm. Across the interface the two lattices are in register, so both must adopt one common spacing. If the wafer is kept flat, that spacing is 0.495001 nm. The film is compressed by 0.9998 %, while the substrate is stretched by 0.00018 %. Yet the film and the substrate carry forces of equal size, 142.8 N per metre of width. How can equal forces go with such unequal strains?

## The belief and its appeal

The belief to be examined is this: when two lattices that differ by 1 % are joined, each gives way by half, so one is compressed by about 0.5 % and the other stretched by about 0.5 %.

There are sensible reasons for thinking so. A drawing of the interface shows a few atomic rows on each side, and nothing in it distinguishes a film from a substrate. Newton's third law says that whatever the film does to the substrate, the substrate does to the film. And equal sharing is sometimes correct, for example for two flat layers of equal thickness and equal stiffness.

The drawing leaves out the thickness, however, and the third law speaks of forces, not strains. A force produces a strain that depends on how much material resists it. To see what follows, we need the stiffness of a whole layer.

## The stiffness of a layer

Treat each layer as a linear, isotropic elastic solid with Young modulus $E$ and Poisson ratio $\nu$. Tensile strain and stress are positive. Let $x$ and $y$ lie in the wafer plane and $z$ point out of it, towards the film. Lengths in micrometres and stresses in gigapascals suit wafers better than atomic units.

Far from the edges, a flat wafer looks the same at every in-plane position. The equilibrium equation for forces along $x$,

$$\frac{\partial\sigma_{xx}}{\partial x}+\frac{\partial\sigma_{xy}}{\partial y}+\frac{\partial\sigma_{xz}}{\partial z}=0,$$

then reduces to $\partial\sigma_{xz}/\partial z=0$. The shear stress $\sigma_{xz}$ is zero at the free top surface, so it is zero at every depth. The equation for forces along $z$ gives $\sigma_{zz}=0$ in the same way.

This already corrects the drawing. In the uniform interior, the film does not drag the substrate sideways across the interface. The force is handed over by shear stress near the edges of the wafer, and the interior carries it onwards as in-plane stress.

The in-plane stress is the same in both directions, $\sigma_{xx}=\sigma_{yy}=\sigma$. Hooke's law with $\sigma_{zz}=0$ gives the in-plane strain

$$\varepsilon=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}=\frac{(1-\nu)\sigma}{E}.$$

Hence

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.$$

The quantity $M$ is the biaxial modulus. It exceeds $E$ for positive $\nu$, because stretching along $y$ tends to shrink the layer along $x$, and extra stress is needed to prevent this. The out-of-plane strain is

$$\varepsilon_{zz}=-\frac{\nu(\sigma+\sigma)}{E}=-\frac{2\nu}{1-\nu}\,\varepsilon.$$

For a layer of thickness $h$, the force per unit width is stress times thickness:

$$N=\sigma h=K\varepsilon,\qquad K=Mh.$$

So $K$, not $M$, is the spring constant of the layer. A thick layer is a stiff spring even when its material is no stiffer than that of the film.

## Two conditions fix two strains

Subscripts $f$ and $s$ denote film and substrate. Let $a_f$ and $a_s$ be their free lattice parameters, and define the mismatch as

$$m=\frac{a_s-a_f}{a_f}.$$

This is the strain the film would have if the substrate did not yield at all. Here $m=(0.495-0.500)/0.500=-0.01$; the minus sign means that the film must be compressed.

The first condition is coherence: the strained lattice parameters are equal. It assumes that no misfit dislocations have formed. For the example this is an idealisation: at 1 % mismatch, dislocations are favoured in equilibrium once the film is thicker than roughly 10 nm, so a coherent film of 0.1 µm can at best be metastable.

$$a_f(1+\varepsilon_f)=a_s(1+\varepsilon_s).$$

Divide by $a_f$ and use $a_s/a_f=1+m$:

$$1+\varepsilon_f=(1+m)(1+\varepsilon_s)=1+m+\varepsilon_s+m\varepsilon_s.$$

The last term is a product of two small numbers. To first order in the mismatch,

$$\varepsilon_f-\varepsilon_s=m.$$

The two strains must differ by the mismatch. Coherence says nothing about how the difference is divided.

The second condition is force balance. Cut the wafer by an imaginary plane perpendicular to its surface. Nothing outside pulls on the wafer in its own plane, so the total force across the cut vanishes:

$$K_f\varepsilon_f+K_s\varepsilon_s=0.$$

Here the wafer is taken to be much wider than it is thick, so that the part of the cut near the edges can be neglected. It is also taken to be held flat by a restraint that exerts no in-plane force.

Insert $\varepsilon_f=m+\varepsilon_s$ into the force balance:

$$K_fm+(K_f+K_s)\varepsilon_s=0.$$

Therefore

$$\varepsilon_s=-\frac{K_f}{K_f+K_s}\,m,\qquad \varepsilon_f=m+\varepsilon_s=\frac{K_s}{K_f+K_s}\,m.$$

The signs are opposite, as they must be: one layer is compressed and the other stretched. The ratio of magnitudes is

$$\left|\frac{\varepsilon_s}{\varepsilon_f}\right|=\frac{K_f}{K_s}=\frac{M_fh_f}{M_sh_s}.$$

Equal forces act on unequal springs, and the weaker spring deforms more. In a flat wafer the strains are equal in size when $K_f=K_s$ and in no other case. When the moduli are similar, the ratio is roughly that of the thicknesses.

## The numbers

Take round model values: $E_f=100$ GPa, $\nu_f=0.30$, $E_s=120$ GPa and $\nu_s=0.25$. The biaxial moduli are

$$M_f=\frac{100}{0.70}=142.9\ \text{GPa},\qquad M_s=\frac{120}{0.75}=160\ \text{GPa}.$$

They differ by little more than a tenth. The layer stiffnesses differ enormously:

$$K_f=142.857\times0.1=14.29\ \text{GPa µm},$$

$$K_s=160\times500=80\,000\ \text{GPa µm}.$$

Their ratio is $K_f/K_s=1.786\times10^{-4}$. The substrate strain is

$$\varepsilon_s=0.01\times\frac{14.2857}{80\,014.2857}=1.785\times10^{-6},$$

and the film strain is $-0.01+0.0000018=-0.9998$ %.

The film stress is $-1.428$ GPa and the substrate stress only $2.857\times10^{-4}$ GPa. Multiplying each by its thickness, with 1 GPa µm = 1000 N/m, gives $-142.8$ N/m and $+142.8$ N/m. The third law is satisfied: a large stress in a thin layer balances a tiny stress in a thick one.

The compressed film also expands out of the plane, by $\varepsilon_{zz}=(0.60/0.70)\times0.9998\,\%=0.857$ %. If its free unit cell is cubic, the strained cell is taller than it is wide.

Now try equal sharing. The film, at $-0.5$ %, would push with 71.4 N/m. The substrate, at $+0.5$ %, would pull with 400 000 N/m, which is 5600 times as much. Only a large outside pull could hold the wafer in that state. Without one, the substrate would contract until its strain had almost vanished, compressing the film as it did so.

The first-order step did no harm here. Keeping the product $m\varepsilon_s$ changes the force balance to $K_f[m+(1+m)\varepsilon_s]+K_s\varepsilon_s=0$, so that

$$\varepsilon_s=-\frac{K_f}{K_s+(1+m)K_f}\,m.$$

Relative to the earlier denominator, this one differs by $mK_f/(K_f+K_s)$, about two parts in a million. Linear elasticity is itself an approximation at 1 % strain, so the many digits belong to the model, not to a real wafer.

## The same answer from energy

One may still feel that sharing a burden ought to be cheaper than leaving it to one partner. The elastic energy settles the point. Two in-plane directions each contribute $\tfrac12\sigma\varepsilon$ to the energy density, while $\sigma_{zz}=0$ contributes nothing. The density is therefore $\sigma\varepsilon=M\varepsilon^2$, and the energy per unit area of a layer is $K\varepsilon^2$.

Let $e$ be the substrate strain. Coherence makes the film strain $m+e$, so

$$U(e)=K_f(m+e)^2+K_se^2.$$

At the minimum the derivative vanishes:

$$\frac{dU}{de}=2K_f(m+e)+2K_se=0.$$

This is the force balance again. The second derivative, $2(K_f+K_s)$, is positive, so the point is a minimum. Its energy is

$$U_{\min}=\frac{K_fK_s^2+K_sK_f^2}{(K_f+K_s)^2}\,m^2=\frac{K_fK_s}{K_f+K_s}\,m^2.$$

For equal sharing, $e=-m/2$, and

$$U_{\text{half}}=\frac{K_f+K_s}{4}\,m^2.$$

The numbers are 1.428 J/m² for the minimum and 2000 J/m² for equal sharing, a factor of 1400. That factor is $(K_f+K_s)^2/(4K_fK_s)$, which is close to $K_s/(4K_f)$ when the film is thin. Sharing is expensive because half a per cent of strain would have to be put into 500 µm of crystal in order to relieve 0.1 µm.

## What if the wafer may bend?

Now remove the restraint, so that the wafer is free to bend. The film pushes near the top of the stack, while the balancing tension lies lower down. The two forces form a couple, and the wafer curves until the moment vanishes as well.

Put $z=0$ at the interface, with the film above it and the substrate below. In a uniformly curved plate, an arc at height $z$ is longer than the arc at $z=0$ by the factor $1+\kappa z$, where $1/\kappa$ is the radius of curvature. For small strains,

$$\varepsilon_s(z)=e_0+\kappa z,\qquad \varepsilon_f(z)=m+e_0+\kappa z.$$

The unknowns are the substrate strain at the interface, $e_0$, and the curvature, $\kappa$.

For the force, integrate $M\varepsilon$ over $0<z<h_f$ in the film and over $-h_s<z<0$ in the substrate:

$$K_f(m+e_0)+\tfrac12K_fh_f\kappa+K_se_0-\tfrac12K_sh_s\kappa=0.$$

For the moment, integrate $zM\varepsilon$ over the same ranges:

$$\tfrac12K_fh_f(m+e_0)+\tfrac13K_fh_f^2\kappa-\tfrac12K_sh_se_0+\tfrac13K_sh_s^2\kappa=0.$$

Let $r=K_f/K_s$, and take both $r$ and $h_f/h_s$ to be small. In the force equation, the terms $K_fe_0$ and $K_fh_f\kappa/2$ are negligible beside their substrate counterparts. Dividing by $K_s$ leaves

$$e_0-\tfrac12h_s\kappa=-mr.$$

In the moment equation, division by $K_sh_s$ turns the mismatch term into $mrh_f/(2h_s)$, which is smaller than $mr$ by the thickness ratio. The other film terms contain $e_0$ and $h_f\kappa$ in place of $m$. Since $e_0$ and $h_s\kappa$ are themselves of order $mr$, these terms are smaller still. To leading order,

$$-\tfrac12e_0+\tfrac13h_s\kappa=0,\qquad\text{so}\qquad e_0=\tfrac23h_s\kappa.$$

Substitution into the force equation gives $(\tfrac23-\tfrac12)h_s\kappa=\tfrac16h_s\kappa=-mr$. Hence

$$\kappa=-\frac{6mr}{h_s},\qquad e_0=-4mr.$$

The strain at the back face is $e_0-\kappa h_s=2mr$, and the substrate average is $e_0-\kappa h_s/2=-mr$.

Bending thus multiplies the interface strain of the substrate by four, but four times a very small number is still very small. In the example, solving the full pair of equations gives $7.14\times10^{-6}$ at the interface, $-3.57\times10^{-6}$ at the back face and $1.78\times10^{-6}$ on average. The average film strain is $-0.9993$ %.

The radius of curvature is 46.7 m, and the film is on the convex side. Over a wafer of radius 25 mm, the height difference between centre and edge is

$$\frac{(0.025\ \text{m})^2}{2\times46.69\ \text{m}}=6.7\ \text{µm}.$$

This is small beside the thickness of 500 µm, as the linear treatment of bending requires. A bow of several micrometres is therefore no sign of a large substrate strain.

The energy tells the same story. Measured from the middle of the substrate, the strain is its average plus a linear part, whose mean square is $\kappa^2h_s^2/12$. The substrate energy is then

$$K_s\left(m^2r^2+\frac{36m^2r^2}{12}\right)=4K_sm^2r^2=4rK_fm^2.$$

To leading order the film energy is $K_fm^2$, so the ratio is $4r=7.14\times10^{-4}$. The full equations give $7.145\times10^{-4}$.

## How thick is thick?

For moderate thickness ratios, a free wafer needs more care than a flat one. Let the moduli be equal and write $n=h_s/h_f$. Measure lengths in units of $h_f$ and $K$ in units of $K_f$. The two equations become

$$(n+1)e_0+\frac{1-n^2}{2}\kappa=-m,$$

$$\frac{1-n^2}{2}e_0+\frac{1+n^3}{3}\kappa=-\frac m2.$$

The determinant of the coefficients is

$$\frac{(n+1)(n^3+1)}{3}-\frac{(1-n^2)^2}{4}=\frac{(n+1)^4}{12}.$$

Cramer's rule gives

$$e_0=-m\,\frac{4n^3+3n^2+1}{(n+1)^4}=-m\,\frac{4n^2-n+1}{(n+1)^3},$$

$$\kappa=-\frac{6mn}{(n+1)^3}.$$

The average substrate strain is

$$e_0-\frac{n\kappa}{2}=-m\,\frac{n^2-n+1}{(n+1)^3}.$$

These results for the free wafer hold only while the bow is small beside the total thickness $H=h_f+h_s$. For $|m|=1$ % the bow $\kappa R^2/2$ of a disk of radius $R$ reaches $H/2$ already at $R/H\approx9$ for $n=2$, 14 for $n=10$ and 41 for $n=100$. A wider disk cannot curve into a sphere without stretching in its own plane: its curvature falls below the formula, and it eventually rolls towards a cylinder. Within the small-deflection limit, some values, as fractions of $|m|$, are:

| $n$ | flat | free, interface | free, average |
|---:|---:|---:|---:|
| 1 | 0.500 | 0.500 | 0.125 |
| 2 | 0.333 | 0.556 | 0.111 |
| 10 | 0.091 | 0.294 | 0.068 |
| 100 | 0.0099 | 0.039 | 0.0096 |

At $n=2$, the thicker layer has the larger strain at the interface: 0.556 of the mismatch, against 0.444 for the film. Even at $n=10$ the substrate takes 29 % of the mismatch there. For large $n$ the interface fraction approaches $4/n$, so the claim that the film takes almost everything, locally as well as on average, needs $n$ to be much greater than four.

The averages behave more simply. The force equation can be written as $K_f\langle\varepsilon_f\rangle+K_s\langle\varepsilon_s\rangle=0$, whether the wafer is flat or bent within the small-deflection limit. The average strains therefore remain in the ratio $K_f/K_s$. What changes is their difference, which is no longer $m$, because curvature accommodates part of the mismatch. At $n=1$ each layer has an average strain of only one eighth of $|m|$.

## When the thick layer takes the strain

Thickness alone does not decide the matter. The condition $K_f\ll K_s$ means

$$\frac{h_s}{h_f}\gg\frac{M_f}{M_s}.$$

Consider a film with $E=120$ GPa on a substrate with $E=6$ GPa, five times as thick and held flat. Both Poisson ratios are 0.25, so the biaxial moduli are 160 and 8 GPa. With $h_f$ as the unit of length, $K_f=160$ and $K_s=8\times5=40$. For the same mismatch of $-1$ %,

$$\varepsilon_s=\frac{160}{200}\times1\,\%=0.8\,\%,\qquad \varepsilon_f=-0.2\,\%.$$

Here the thicker layer takes four fifths of the strain. In a flat wafer, a thicker substrate is the less strained layer exactly when $h_s/h_f>M_f/M_s$. A substrate at least as stiff as the film, in the sense $M_s\ge M_f$, always meets this condition; a much softer one may not. With a thickness ratio of 5000, the film's biaxial modulus would have to be more than 5000 times that of the substrate to make the substrate of a flat wafer the more strained layer. At such a contrast a compressed film would not stay flat: it wrinkles at a strain of roughly 0.14 %, well below the 0.5 % that the flat formula assigns to it.

Misfit dislocations change the outcome in another way. Suppose that, averaged over the interface, they accommodate a part $\delta$ of the mismatch, with the same sign as $m$. Coherence is then replaced by $\varepsilon_f-\varepsilon_s=m-\delta$, while the force balance stands. Both strains shrink by the factor $(m-\delta)/m$. A relaxed film has not passed its strain on to the substrate; the substrate is less strained too.

## A check that does not assume the answer

The derivation assumed a biaxial modulus and, for bending, a strain linear in $z$. A finite-element calculation of a round disk with a free edge needs neither assumption. It starts from three-dimensional elasticity and a film whose stress-free size differs from that of the substrate.

For the example moduli and $h_s/h_f=5$, the flat disk gives $-0.84848$ % in the film and $0.15152$ % in the substrate, in agreement with the formulas to the digits shown. The disk that is free to bend gives 0.42009 % at the interface, again in agreement, and its strain profile passes the test of linearity. The calculation is geometrically linear, however, so it shares the small-deflection assumption. At 1 % mismatch the free disks used here bow by more than their thickness, so the agreement confirms the linear formula, not the shape that a real disk of such width would take. The soft-substrate case was confirmed in the same way.

These values are extrapolated to an infinitely wide disk. At finite radius $R$, with the back face held flat, the film strain at the centre deviates from the formula by about $7\times10^{-5}$, $3.7\times10^{-5}$ and $1.8\times10^{-5}$ of $|m|$ for $R/h_f=240$, 480 and 960. It halves each time the radius doubles. The force balance explains why. A cut along a diameter crosses an interior whose width grows with $R$ and two edge zones whose width is set by the layer thicknesses. The interior has to balance whatever net force those zones carry, and it spreads that force over a width proportional to $R$. The other computed values are listed in the numerical output.

What the film and substrate share equally, then, is the force. The average strain each one pays for it is that force divided by $Mh$; in a flat wafer, this is the strain everywhere in the layer's interior.

## Calculated quantities

```
free lattice parameters film, substrate: 0.500, 0.495 nm
mismatch m: -1.0000 %
Young moduli film, substrate: 100.0, 120.0 GPa
Poisson ratios film, substrate: 0.30, 0.25
thicknesses film, substrate: 0.1, 500.0 um
biaxial moduli film, substrate: 142.857, 160.000 GPa
K = M h film, substrate: 14.2857, 80000.0 GPa um
K_f/K_s: 1.78571e-04
FLAT EXAMPLE
film strain: -0.999821 %
substrate strain: 1.78540e-06
substrate strain, exact lattice lengths: 1.78540e-06
common in-plane lattice parameter: 0.49500088 nm
film out-of-plane strain: 0.85699 %
film stress: -1.42832 GPa
substrate stress: 2.85663e-04 GPa
force per width film, substrate: -142.8316, 142.8316 N/m
energy per area film: 1.42806 J/m^2
energy per area substrate: 2.55011e-04 J/m^2
IF EACH LAYER TOOK HALF
force film, substrate: -71.429, 400000.0 N/m
force magnitude ratio substrate/film: 5600.0
total energy per area: 2000.357 J/m^2
energy relative to flat minimum: 1400.5
FREE TO BEND
substrate strain at interface: 7.13883e-06
substrate strain at back face: -3.56995e-06
average substrate strain: 1.78444e-06
average film strain: -0.999286 %
radius of curvature: 46.691 m
wafer radius for bow: 25.0 mm
centre-to-edge bow: 6.693 um
energy ratio substrate/film: 7.14500e-04
FINITE-ELEMENT CHECK, h_s/h_f = 5, example moduli
flat film strain FEM, formula: -0.84848, -0.84848 %
flat substrate FEM, formula: 0.15152, 0.15152 %
free interface FEM, formula: 0.42009, 0.42009 %
flat film deviation/|m| before extrapolation, R/h_f = 240, 480, 960:
  7.319e-05, 3.654e-05, 1.825e-05
SUBSTRATE STRAIN / |m|, EQUAL MODULI
h_s/h_f   flat       free,interface   free,average
     1   0.500000   0.500000         0.125000
     2   0.333333   0.555556         0.111111
     5   0.166667   0.444444         0.097222
    10   0.090909   0.293764         0.068370
   100   0.009901   0.038728         0.009610
  1000   0.000999   0.003987         0.000996
  5000   0.000200   0.000799         0.000200
SOFT SUBSTRATE, FLAT, h_s/h_f = 5, both Poisson ratios 0.25
Young moduli film, substrate: 120.0, 6.0 GPa
film strain, formula: -0.20000 %
substrate strain FEM, formula: 0.80000, 0.80000 %
```
